# Switching Kinetics of a Ferroelectric Ring: From Avrami to Exponential Decay

**Q:** You want to treat the switching of a ring-shaped ferroelectric as a one-dimensional problem with nucleation and growth. What precisely is assumed?

**A:** The ring has circumference $L$. At $t=0$ a constant field is applied against the polarization, and the whole ring is unswitched. Nuclei of negligible size appear at random and independently in unswitched material, at a rate $I$ per unit length and unit time. Each nucleus sends out two domain walls, one each way round, with constant speed $v$. Two walls that meet vanish. Nothing switches back, and nothing stops a wall.

The quantity sought is $q(t)$, the unswitched fraction averaged over many equal rings. By symmetry every point of a ring is equivalent, so $q(t)$ is also the probability that one chosen point $x$ is still unswitched at time $t$. If the polarization reverses from $-P_r$ to $+P_r$, the mean switched charge per area is $2P_r(1-q)$.

**Q:** Nuclei form only in unswitched material. The number of possible sites therefore depends on everything that happened before. How can that be solved without an approximation?

**A:** By allowing nuclei in switched material as well, and showing that they change nothing. Let $d(x,y)$ be the shorter distance between two points along the ring. A nucleus born at $(y_0,s_0)$ has reached $x$ by time $t$ if

$$d(x,y_0)\le v(t-s_0).$$

Suppose that $y_0$ had already been switched at $s_0$ by an earlier nucleus $(y_1,s_1)$, so that $d(y_0,y_1)\le v(s_0-s_1)$. The triangle inequality gives

$$d(x,y_1)\le d(x,y_0)+d(y_0,y_1)\le v(t-s_0)+v(s_0-s_1)=v(t-s_1).$$

Whatever the added nucleus reaches, the earlier one has reached too. If the earlier one was itself an added nucleus, the argument is repeated. There are finitely many nuclei up to time $t$, so the chain ends at a real one. The switched region is the same with or without the additions.

The argument needs equal wall speeds for all domains. If an added nucleus could grow faster than the domain around it, it would overtake the real wall and the step would fail.

**Q:** What does the addition buy?

**A:** The nuclei now form a Poisson process of uniform density $I$ in position and time. The point $x$ is unswitched at $t$ if no nucleus lies in the set of events that could have reached it,

$$C=\{(y,s):\ 0\le s\le t,\ d(x,y)\le v(t-s)\}.$$

Divide $C$ into small cells of area $dy\,ds$. Each is empty with probability $1-I\,dy\,ds$, independently of the others. The logarithm of the product is $\sum\ln(1-I\,dy\,ds)\to-I\iint_C dy\,ds$, so

$$q(t)=e^{-K(t)},\qquad K(t)=I\times\text{area of }C .$$

**Q:** On an infinite line that area is a triangle. Where does the ring enter?

**A:** In the width of $C$. Look back from time $t$ by an amount $u=t-s$. The points within a distance $vu$ of $x$ occupy a length $2vu$, until the two arms meet on the far side of the ring. From then on they occupy all of it. The width is therefore $\min(2vu,L)$, and

$$K(t)=I\int_0^t\min(2vu,L)\,du .$$

The arms meet at $u=T$, where

$$T=\frac{L}{2v}$$

is the time one nucleus needs to span the ring. For $t\le T$ the integral is $\int_0^t2vu\,du=vt^2$. For $t\ge T$ it has two parts:

$$\int_0^T2vu\,du+\int_T^tL\,du=vT^2+L(t-T)=\frac{L^2}{4v}+Lt-\frac{L^2}{2v}=Lt-\frac{L^2}{4v}.$$

With the dimensionless number

$$a=\frac{IL^2}{4v}=IvT^2$$

the unswitched fraction is

$$q(t)=\begin{cases}e^{-Ivt^2}, & t\le T,\\[2pt] e^{-ILt+a}, & t\ge T.\end{cases}$$

No approximation has been made within the model.

**Q:** Two formulas joined at one instant look suspicious. Is there a jump?

**A:** Neither in $q$ nor in its slope. At $t=T$ the first form gives $K=IvT^2=a$. The second gives $K=ILT-a$, and $ILT=IL^2/(2v)=2a$, so this is also $a$. The derivative is $K'=2Ivt$ before $T$, which reaches $2IvT=IL$, the constant value that holds afterwards. The second derivative does jump, from $2Iv$ to zero. That kink comes from the sharp wall speed; a spread of speeds or of circumferences would round it.

**Q:** The Avrami exponent is then two before $T$ and one after it?

**A:** Two before, but not one immediately after. The local exponent is the slope of $\ln K$ against $\ln t$,

$$n(t)=\frac{d\ln K}{d\ln t}=\frac{tK'}{K}.$$

Before $T$ this is $t\cdot2Ivt/(Ivt^2)=2$. After $T$, use $a=ILT/2$ to write $K=IL(t-T/2)$. Then

$$n(t)=\frac{t}{t-T/2},\qquad t\ge T,$$

which starts at 2 and approaches 1 slowly. The decay itself is exponential from $T$ onwards. The exponent lags because an Avrami plot counts time from the application of the field, whereas the exponential extrapolates back to $q=1$ at $t=T/2$. A fitted exponent of, say, 1.3 need not signal a fractional dimension; this model produces it during the crossover.

**Q:** I still do not see why the decay should be exponential. After $T$ there are rings with walls running through them, and those should finish at a rate set by $v$.

**A:** Ask what an unswitched point at $t\ge T$ says about the past. Any nucleus born before $t-T$, anywhere on the ring, would have reached it. So there was none in that interval, which has probability $e^{-IL(t-T)}$. Within the last interval of length $T$, the condition on the nuclei is the same as for a fresh ring observed at time $T$, and it is independent of the earlier interval. Hence

$$q(t)=e^{-IL(t-T)}\,q(T),\qquad t\ge T .$$

The wait for a first nucleus sets the decay rate, and $v$ enters through the prefactor.

Your running walls are there, in a constant proportion. A ring has had no nucleus at all with probability $P_0=e^{-ILt}$, and then all of it is unswitched. Dividing by $q$ gives

$$\frac{P_0}{q}=\frac{e^{-ILt}}{e^{-ILt+a}}=e^{-a},\qquad t\ge T .$$

A share $e^{-a}$ of the unswitched length lies in untouched rings, and the remaining $1-e^{-a}$ lies in rings being swept. Swept rings finish, but untouched rings replace them in step.

**Q:** Does every ring show this tail?

**A:** The tail is always in the formula, but the fraction left when it begins is $q(T)=e^{-a}$. If $a\gg1$, almost everything has switched before $T$, and the ring behaves as an infinite line with exponent two. Many nuclei then share the work. If $a\ll1$, hardly anything has switched by $T$, and nearly the whole curve is exponential: each ring waits, and one nucleus then usually does the rest. The border $a=1$ lies at the circumference

$$L_1=2\sqrt{v/I}.$$

For fixed $v$ and $I$, shrinking the ring thus moves it from Avrami to exponential behaviour. A change of field alters $v$ and $I$ together, so its effect on $a$ depends on which of the two responds more strongly.

**Q:** In an experiment I would see a current. Does the crossover show there?

**A:** For small $a$, yes. The mean switching current is proportional to $-q'=K'e^{-K}$, and its slope is proportional to

$$\frac{d}{dt}\left(K'e^{-K}\right)=\left(K''-K'^2\right)e^{-K}.$$

Before $T$ the bracket is $2Iv-4I^2v^2t^2$, which is positive until $t=1/\sqrt{2Iv}$. After $T$ it is $-(IL)^2$, so the current falls. The smooth maximum at $1/\sqrt{2Iv}$ is reached before $T$ if $2IvT^2>1$, that is, if $a>1/2$. For $a<1/2$ the current rises until $T$ and then falls at once, so the peak is a sharp corner at the spanning time. In an ideal set of equal rings its position gives $v=L/(2T)$, and the decay after it gives $I$.

**Q:** And the mean time for a point to switch?

**A:** The density of switching times is $-q'$. Integration by parts gives

$$\langle t\rangle=\int_0^\infty t\,(-q')\,dt=\big[-tq\big]_0^\infty+\int_0^\infty q\,dt=\int_0^\infty q\,dt,$$

since $tq$ vanishes at both ends. In the part before $T$ substitute $z=\sqrt{Iv}\,t$, whose upper limit is $\sqrt{Iv}\,T=\sqrt a$:

$$\int_0^Te^{-Ivt^2}dt=\frac1{\sqrt{Iv}}\int_0^{\sqrt a}e^{-z^2}dz=\frac12\sqrt{\frac{\pi}{Iv}}\;\mathrm{erf}\sqrt a .$$

The tail gives $\int_T^\infty e^{-ILt+a}dt=e^{a-ILT}/(IL)=e^{-a}/(IL)$, because $ILT=2a$. Together,

$$\langle t\rangle=\frac12\sqrt{\frac{\pi}{Iv}}\;\mathrm{erf}\sqrt a+\frac{e^{-a}}{IL}.$$

For large $a$ the first term tends to the infinite-line value $\tfrac12\sqrt{\pi/(Iv)}$ and the second dies out. For small $a$, use $\mathrm{erf}\sqrt a\approx2\sqrt{a/\pi}$. The first term becomes $\sqrt{a/(Iv)}=T$. The second becomes $(1-a)/(IL)=1/(IL)-T/2$. The sum is $1/(IL)+T/2$: the mean wait for one nucleus, plus the mean time its walls need to reach a random point.

**Q:** All this is an average. A memory cell may be a single ring. What does it do?

**A:** It can differ greatly from the average. Let $f$ be the unswitched fraction of one ring, so that $\langle f\rangle=q$. For $\langle f^2\rangle$ we need the probability that two points a distance $r$ apart are both unswitched. They divide the ring into gaps of length $r$ and $L-r$. Looking back by $u$, each gap is covered from both its ends, over a length $\min(2vu,r)$ or $\min(2vu,L-r)$. Define

$$B(r,t)=\int_0^t\min(2vu,r)\,du=\begin{cases}vt^2,&2vt\le r,\\ rt-r^2/(4v),&2vt\ge r.\end{cases}$$

The pair probability is $e^{-I[B(r,t)+B(L-r,t)]}$, and averaging over all pairs gives

$$\mathrm{var}f=\frac1L\int_0^Le^{-I[B(r,t)+B(L-r,t)]}dr-q^2 .$$

For $t\ge T$ both terms are in their second form, and the exponent is $-ILt+I[r^2+(L-r)^2]/(4v)$. The square bracket lies between $L^2/2$ and $L^2$, so the pair probability lies between $qe^{-a/2}$ and $q$. As $a\to0$ it tends to $q$, and the variance tends to $q(1-q)$. That is the variance of an all-or-nothing variable: a ring is then found either untouched or complete.

**Q:** Put numbers to it. What would such a ring be in practice?

**A:** Take a low hoop of ferroelectric hafnium-zirconium oxide wrapped round a pillar, as in a vertical memory capacitor. Its circumference is 200 nm, its height 10 nm and its film thickness 10 nm. The field is 2 MV/cm and $P_r=20$ µC/cm². For the kinetics take $v=0.5$ nm/ns and $I=2\times10^{-5}$ nm⁻¹ns⁻¹. Then

$$T=\frac{200}{2\times0.5}=200\ \text{ns},\qquad a=\frac{2\times10^{-5}\times200^2}{4\times0.5}=0.40,$$

and $IL=4\times10^{-3}$ ns⁻¹, a mean wait of 250 ns. At $T$ a fraction $e^{-0.4}=0.67$ is still unswitched, so most of the switching happens in the tail. The border $a=1$ would need a circumference of 316 nm.

Both the 50 % and the 90 % points lie after $T$, since $\ln2$ and $\ln10$ exceed $a$. Solving $K=ILt-a$ for the time gives

$$t_{50}=\frac{0.693+0.4}{0.004}=273\ \text{ns},\qquad t_{90}=\frac{2.303+0.4}{0.004}=676\ \text{ns}.$$

The infinite-line law would put the 90 % point at $\sqrt{\ln10/(Iv)}=480$ ns; the ring takes 41 % longer than that. In the tail the ratio of the two unswitched fractions grows as $e^{Iv(t-T)^2}$:

| $t$ (ns) | $q$, ring | $q$, infinite line | $n$ |
|---|---|---|---|
| 100 | 0.905 | 0.905 | 2.00 |
| 200 | 0.670 | 0.670 | 2.00 |
| 400 | 0.301 | 0.202 | 1.33 |
| 800 | 0.061 | 0.002 | 1.14 |

The mean switching time is 344 ns, of which the tail term contributes $0.670\times250=168$ ns. Since $a<1/2$, the current peaks at 200 ns.

For one ring at $t_{50}$, the variance integral, done by the midpoint rule, gives a standard deviation of 0.43. The all-or-nothing limit is 0.5. To measure the mean fraction there with a standard error of 0.01, one needs $(0.434/0.01)^2\approx1900$ independent rings or pulses.

**Q:** Real hafnia films are polycrystalline. Why should a wall run freely round the hoop?

**A:** It may not, and this is the assumption on which the example depends most. The thickness, polarization and field above are roughly typical of such films. The wall speed and nucleation rate are much less certain: I chose them to give switching within some hundreds of nanoseconds, and they can change by orders of magnitude with field and film.

Suppose that boundaries stop the walls and leave open segments of length $\ell$. A point at distance $x$ from one end then has a cone of width $\min(vu,x)+\min(vu,\ell-x)$. Since $\int_0^t\min(vu,x)\,du=xt-x^2/(2v)$ once $t\ge x/v$, for $t\ge\ell/v$

$$K(x,t)=I\left[\ell t-\frac{x^2+(\ell-x)^2}{2v}\right].$$

One blocking boundary in the hoop gives $\ell=L$. The tail rate is still $IL$, and the fraction left at 676 ns, averaged numerically over $x$, rises modestly from 0.100 to 0.115. If every boundary blocks and the grains are 20 nm long, the rate falls to $I\ell$, a tenth of its value, and 0.77 is left. The ring law therefore needs walls that cross grain boundaries.

**Q:** Suppose they do cross. Would the tail of many rings be exponential?

**A:** Only if the rings share the rate $IL$. A spread in $v$ alone changes the onset and the prefactor but not the rate; a spread in field changes $I$ as well. Let the local field $E$ differ from ring to ring, with a standard deviation of 0.10 in $\ln E$ and a normal distribution of $\ln E$. Let $I\propto e^{-E_n/E}$ and $v\propto e^{-E_w/E}$, with rough activation fields $E_n=10$ and $E_w=5$ MV/cm. Averaging $q$ over this distribution by Gauss–Hermite quadrature raises the fraction at 676 ns from 0.10 to 0.14. At 2000 ns it rises from $5\times10^{-4}$ to $9\times10^{-3}$, almost twentyfold. A sum of exponentials with different rates is not an exponential, and the slow rings dominate at late times.

**Q:** And the early exponent of two?

**A:** It needs a ring free of leftover domains. If a ring starts with a random number of seeds, Poisson distributed with mean $m$, then $K$ gains the mean number within reach, $m\,t/T$ for $t\le T$. This exceeds $a(t/T)^2$ until $t=(m/a)T$. With $m=0.1$ that is $0.25\times200=50$ ns, and well before then the exponent is near one.

**Q:** The hoop also has a height, a curved film and electrodes. Do they matter?

**A:** The height hardly does. Let nuclei be born anywhere on the 10 nm high strip, at a rate $I/(10\ \text{nm})$ per area, and grow as discs. Numerical integration of their cones changes $q$ by no more than about 0.002 between 1 and 1000 ns. The early exponent is affected, though: while the discs are smaller than the strip it is near three (2.8 at 10 ns, 2.5 at 20 ns, 2.1 at 50 ns), at times when little has switched.

The curvature matters more. A radial polarization of constant magnitude would leave bound charge inside a cylindrical film. Suppose instead that it falls as $1/r$, which leaves none; the field then varies as $1/r$ as well. With 2 MV/cm at the mean radius $L/2\pi$, it is 2.37 MV/cm at the inner face and 1.73 at the outer. With the same $E_n$ and $E_w$, the local nucleation rates differ by a factor of 4.8 and the wall speeds by a factor of 2.2, so $I$ and $v$ have to be read as effective values for the whole thickness. The inner field is 0.59 of a rough breakdown field of 4 MV/cm. These numbers depend strongly on the assumed profile, which requires $P$ to vary by 6.4 µC/cm² across the film. If instead $|P|$ stays at 20 µC/cm² and the bound charge is not screened, then $\epsilon_0\epsilon E+P\propto1/r$. With relative permittivity $\epsilon=30$ and the same voltage, the field in unswitched material is 1.05 MV/cm at the inner face and 2.80 at the outer, so nucleation is about 400 times faster outside. After reversal the inner field is 3.70 MV/cm, 0.9 of the breakdown field.

A non-ferroelectric layer of thickness $\delta$ at an electrode makes the field depend on the polarization. Let $d$ now be the thickness of the ferroelectric, $E$ the field in it, $E_\delta$ the field in the other layer and $V$ the applied voltage. Give both layers the relative permittivity $\epsilon$. Continuity of the displacement, $\epsilon_0\epsilon E+P=\epsilon_0\epsilon E_\delta$, and the fixed voltage, $Ed+E_\delta\delta=V$, give

$$E=\frac{V-P\delta/(\epsilon_0\epsilon)}{d+\delta}.$$

Reversal raises $P$ by $2P_r$, so $E$ falls by $2P_r\delta/[\epsilon_0\epsilon(d+\delta)]$. For $\delta=0.1$ nm and $\epsilon=30$ this is 0.15 MV/cm. This fall is local, however. The electrodes hold the same voltage across every part of the film, so for domains much wider than the film is thick the formula applies with the local $P$. The nuclei that count form in unswitched material, where $P$ and therefore $E$ have not yet changed. Constant $I$ thus remains a good approximation until the unswitched remnants are about as narrow as the film is thick.

The estimate assumes that the layer insulates. With $E$ near 2 MV/cm, $E_\delta=E+P/(\epsilon_0\epsilon)$ is about $-5.5$ MV/cm before reversal and 9.5 MV/cm after it. Both exceed in size the breakdown field assumed for the film. Charge may then pass through the layer, which the formula leaves out. A thickness of 0.1 nm is in any case an effective value, being less than an atomic layer.

**Q:** What about a warm chip, leakage and the rest of the circuit?

**A:** Suppose that the activation exponents scale as the inverse absolute temperature, at fixed field and with unchanged prefactors. Going from 298 to 358 K multiplies $I$ by 2.3 and $v$ by 1.5. Then $a$ rises to 0.61 and the 90 % time falls to 315 ns. A temperature change within the range of use thus more than halves the 90 % time, and it moves the current peak to a time before $T$, since $a$ now exceeds 1/2.

The other effects are small for these inputs. A leakage of $10^{-3}$ A/cm² passes 0.001 µC/cm² in 1000 ns, against 40 µC/cm² of switched charge. If the work $2P_rE$ per volume is released evenly during $T$, the power density is $p=2P_rE/T$. A slab of conductivity $\kappa=1$ W/(m K) with both faces held cold then warms at its middle by $pd^2/(8\kappa)=0.005$ K. In this model the heat is really released at the moving walls, where the rise is larger, roughly 0.07 K, but still negligible. The charge of one hoop, passed in a time $T$ through 10 kΩ, costs $4\times10^{-5}$ V of about 2 V.

**Q:** Then what would convince you that a measured exponential tail comes from rings being spanned?

**A:** The tail alone would not, because independent small grains also give one, with rate $I\ell$. I would compare hoops of different circumference at the same field, temperature and film quality. In this model the tail rate $IL$ grows in proportion to $L$, while its onset $L/(2v)$ moves later in the same proportion. Isolated grains of fixed size would show neither change. Hoops with one blocking boundary would show both, but their tail is fully exponential only from $L/v$ onwards, so a separate measurement of the wall speed can reveal them. Two opposite blocking boundaries are harder to detect. They leave segments of length $L/2$, whose tail begins at $L/(2v)$ as in a closed ring, but with the rate $IL/2$. A separate value of $I$ would expose them, and so would the shape of the curve. Compare them with a closed ring of the same tail rate and onset, using the numbers above. Their tail extrapolates back to about $T/3$ instead of $T/2$, their exponent is 1.8 instead of 2 at 100 ns, and their current peaks near 165 ns instead of at $T$. Curvature changes the effective $I$ and $v$, which favours large hoops, but $a$ grows as $L^2$. With the numbers above the fraction left when the tail begins is 0.20 for $L=400$ nm and 0.027 for 600 nm, so the usable range of $L$ is narrow. With $P\propto1/r$, the activation fields used above and 2 MV/cm at the mean radius, the nucleation rate at the inner face is 2.2 times its value at the mean radius for $L=200$ nm, and still 1.5 times for $L=400$ nm.

All numerical values are calculated from the stated model.
